# Maldague's identity and the two-dimensional Lindhard function at finite temperature, part 2

For independent electrons in fixed bands, finite-temperature quantities are averages of zero-temperature ones over the chemical potential (Maldague's identity). Here this is applied to the static response of a two-dimensional gas.

Hartree atomic units are used; $T$ means $k_BT$, and entropies are in units of $k_B$. Assumption 1: independent fermions with levels $\varepsilon_i$. Assumption 2: levels and one-particle states do not depend on $T$ or the chemical potential $\mu$. Assumption 3: a grand-canonical ensemble at given $\mu$, with spectrum bounded below and level count growing at most as a power of energy. Then $Z=\prod_i(1+e^{(\mu-\varepsilon_i)/T})$, from independent occupations $\nu_i\in\{0,1\}$.

With $f(x)=1/(e^{x/T}+1)$, $w(x)=-f'(x)=1/[4T\cosh^2(x/2T)]$ and $\theta$ the unit step,

$$A(\mu,T)=\int_{-\infty}^{\infty}d\mu'\,w(\mu'-\mu)\,A_0(\mu'),\qquad A_0(\mu')\equiv A(\mu',0), \tag{1}$$

where $A$ is the grand potential $\Omega$, particle number or density, energy $U$ or independent-particle static response, but not the entropy $S$. The weight $w$ is even and normalized, with

$$w(x)\le e^{-|x|/T}/T, \tag{3}$$

and, for $y=x/T$, $w_1(y)=1/[4\cosh^2(y/2)]$, $\phi(y)=1/(e^y+1)$ and $\eta(s)=(1-2^{1-s})\zeta(s)$,

$$\int_0^\infty y^p\,w_1\,dy=p\int_0^\infty y^{p-1}\phi\,dy=\Gamma(p+1)\,\eta(p). \tag{5}$$

$$\langle x^2\rangle=2\cdot2\cdot\frac{\pi^2}{12}T^2=\frac{\pi^2T^2}{3},\qquad \langle x^4\rangle=2\cdot24\cdot\frac{7\pi^4}{720}T^4=\frac{7\pi^4T^4}{15}. \tag{6}$$

For one level $\varepsilon$,

$$\int d\mu'\,w(\mu'-\mu)\,\theta(\mu'-\varepsilon)=\Big[-f(\mu'-\mu)\Big]_{\varepsilon}^{\infty}=f(\varepsilon-\mu). \tag{7}$$

With $N_0^{\rm tot}$ the zero-temperature particle number,

$$S=-\frac{\partial\Omega}{\partial T}\Big|_\mu=\int dy\,w_1(y)\,y\,N_0^{\rm tot}(\mu+Ty)=\int d\mu'\,w(\mu'-\mu)\,\frac{\mu'-\mu}{T}\,N_0^{\rm tot}(\mu'). \tag{9}$$

For a perturbation $\lambda V$, the response $\chi_{VV}=\partial\langle V\rangle/\partial\lambda$ and its zero-temperature form are

$$\chi_{VV}=\sum_{i,j}|V_{ij}|^2K(\varepsilon_i,\varepsilon_j),\qquad K(a,b)=\frac{f(a-\mu)-f(b-\mu)}{a-b},\quad K(a,a)=f'(a-\mu). \tag{10}$$

$$\chi_{VV,0}(\mu')=2\sum_{i\ \rm full}\ \sum_{j\ \rm empty}\frac{|V_{ij}|^2}{\varepsilon_i-\varepsilon_j}\;-\sum_{\varepsilon_i=\varepsilon_j}|V_{ij}|^2\,\delta(\mu'-\varepsilon_i). \tag{12}$$

The gas has $\varepsilon_{\mathbf k}=k^2/2m$, two spin states and density of states $N_0=m/\pi$. Per unit area, $U=-\Omega$ and the density is

$$n=N_0T\ln(1+e^{\mu/T}). \tag{13}$$

With $E_F=n/N_0=k_F^2/2m$,

$$\mu=T\ln(e^{E_F/T}-1)=E_F+T\ln(1-e^{-E_F/T}). \tag{14}$$

For $\mu\gg T$,

$$\Omega=-N_0\Big[\frac{\mu^2}{2}+\frac{\pi^2T^2}{6}-T^2e^{-\mu/T}+O(T^2e^{-2\mu/T})\Big]. \tag{15}$$

A program checks the results. Its table includes a spinless five-site open chain, with $V$ the projector on the first site.

## 9. The Lindhard function at zero temperature

Let the perturbation be $\lambda\cos(\mathbf q\cdot\mathbf r)$ with $q>0$, on an area $\mathcal A$. The unperturbed gas is invariant under translations and under $\mathbf r\to-\mathbf r$, so to first order $\delta n(\mathbf r)=\chi_0(q)\,\lambda\cos(\mathbf q\cdot\mathbf r)$, which defines $\chi_0$. Then $\langle V\rangle=\int\cos(\mathbf q\cdot\mathbf r)\,\delta n\,d^2r=\lambda\chi_0\mathcal A/2$, so $\chi_{VV}=\chi_0\mathcal A/2$. The cosine connects $\mathbf k$ to $\mathbf k\pm\mathbf q$ with matrix element $\tfrac12$, so (10) reads $\chi_{VV}=\tfrac14\sum_{\sigma\mathbf k}[K(\varepsilon_{\mathbf k},\varepsilon_{\mathbf k+\mathbf q})+K(\varepsilon_{\mathbf k},\varepsilon_{\mathbf k-\mathbf q})]$. Shifting $\mathbf k\to\mathbf k+\mathbf q$ in the second term and using the symmetry of $K$ makes it equal to the first. The factors $\tfrac12$ cancel, and the positive polarizability $\Pi=-\chi_0$ is

$$\Pi(q;\mu,T)=2\int\frac{d^2k}{(2\pi)^2}\,\frac{f(\varepsilon_{\mathbf k}-\mu)-f(\varepsilon_{\mathbf k+\mathbf q}-\mu)}{\Delta_{\mathbf k}},\qquad \Delta_{\mathbf k}=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}. \tag{16}$$

For $q>0$ the degenerate pairs lie on the line $\Delta_{\mathbf k}=0$, which has zero area, so no separate delta term appears.

At $T=0$ and $\mu'>0$ let $k'=\sqrt{2m\mu'}$. The two terms of (16) are separately singular on the line $\Delta=0$. Replace $1/\Delta$ by $\Delta/(\Delta^2+\gamma^2)=\operatorname{Re}\,1/(\Delta+i\gamma)$ with $\gamma>0$. The full integrand is non-negative and increases to the original one as $\gamma\to0$, so the limit of the integral is $\Pi_0$. At finite $\gamma$ the terms can be separated. In the second, substitute $\mathbf k\to-\mathbf k-\mathbf q$. This exchanges $\varepsilon_{\mathbf k}$ and $\varepsilon_{\mathbf k+\mathbf q}$ and reverses the sign of $\Delta$; the regulated factor is odd in $\Delta$, so the second term equals the first. With $\varphi$ the angle between $\mathbf k$ and $\mathbf q$, $\Delta=a+b\cos\varphi$, $a=q^2/2m$, $b=kq/m$, and $z=a+i\gamma$,

$$\Pi_0=\lim_{\gamma\to0}\frac{4}{(2\pi)^2}\operatorname{Re}\int_0^{k'}k\,dk\int_0^{2\pi}\frac{d\varphi}{z+b\cos\varphi}.$$

For real $z>b$, the substitution $t=\tan(\varphi/2)$, with $\cos\varphi=(1-t^2)/(1+t^2)$ and $d\varphi=2dt/(1+t^2)$, turns twice the integral over $(0,\pi)$ into $4\int_0^\infty dt/[(z+b)+(z-b)t^2]=2\pi/R$, where $R=\sqrt{z-b}\,\sqrt{z+b}$. With principal square roots both sides are analytic in $z$ off the segment $[-b,b]$, so the formula holds in the upper half plane. As $\gamma\to0$ with $a<b$, $\sqrt{z-b}\to i\sqrt{b-a}$, and the real part of $2\pi/R$, which is the principal value of the angular integral, vanishes. The program tests both cases by quadrature.

The radial integral is elementary. From $R^2=z^2-k^2q^2/m^2$, $dR/dk=-kq^2/(m^2R)$, so $\int_0^{k'}k\,dk/R=(m^2/q^2)[z-R(k')]$, since $R=z$ at $k=0$. The limit $\gamma\to0$ is now taken in a closed expression. The real part of $R(k')$ tends to $\sqrt{a^2-b'^2}$, $b'=k'q/m$, for $a>b'$, that is $q>2k'$, and to zero otherwise. The prefactor is $4\cdot2\pi/(2\pi)^2=2/\pi$, and $(2/\pi)(m^2/q^2)\,a=m/\pi=N_0$. Finally $b'^2/a^2=4k'^2/q^2=\mu'/E_q$ with $E_q=q^2/8m$, the energy of a state of wave vector $q/2$. Therefore

$$\Pi_0(q;\mu')=N_0\,\theta(\mu')\Big[1-\theta(E_q-\mu')\sqrt{1-\mu'/E_q}\Big]. \tag{17}$$

For $\mu'<0$ the band is empty. At fixed $\mu'$, $\Pi_0$ is flat up to $q=2k'$ and then falls with initially infinite slope. At fixed $q>0$ it is continuous in $\mu'$: zero up to $\mu'=0$, rising to $N_0$ at $\mu'=E_q$, constant beyond. The program checks (17) against a Cartesian integral over chords of two shifted discs.

## 10. The Lindhard function at finite temperature

Insert (17) in (1), write $w(\mu'-\mu)=-\partial_{\mu'}f(\mu'-\mu)$ and integrate by parts. The boundary terms vanish because $\Pi_0=0$ at $-\infty$ and $f=0$ at $+\infty$, and continuity of $\Pi_0$ leaves no jump terms. The derivative $\partial\Pi_0/\partial\mu'=N_0/[2E_q\sqrt{1-\mu'/E_q}]$ is nonzero only for $0<\mu'<E_q$. Set $u=\sqrt{1-\mu'/E_q}$, so $\mu'=E_q(1-u^2)$ and $d\mu'=-2E_qu\,du$. The factor $2E_qu$ cancels, and the minus sign reverses the limits:

$$\Pi(q;\mu,T)=N_0\int_0^1du\;f\big(E_q(1-u^2)-\mu\big). \tag{18}$$

The integrand is smooth in $E_q$, so the kink is gone at any $T>0$, and $\partial\Pi/\partial E_q=-N_0\int_0^1(1-u^2)\,w\,du<0$: $\Pi$ decreases strictly with $q$. In terms of (1), $\Pi$ is a superposition of kinked curves whose kinks sit at $2\sqrt{2m\mu'}$, spread over the thermal window. The program evaluates the definition (16) on a two-dimensional $\mathbf k$ grid for four temperatures and seven wave vectors at fixed density. The largest gap between the average of (17) and the grid sum is $5.3\times10^{-13}$ relative to the grid sum; (18) and the decrease with $q$ are asserted on the same set.

## 11. Limits

**Small $q$.** For $E_q\ll T$, expand $f$ about $-\mu$ and use $\int_0^1(1-u^2)du=\tfrac23$ and $f'(-\mu)=-w(\mu)$:

$$\Pi=N_0f(-\mu)-\tfrac23N_0E_q\,w(\mu)+O(E_q^2). \tag{19}$$

Differentiating (13) gives $\partial n/\partial\mu=N_0f(-\mu)$, so $\Pi(q\to0)=\partial n/\partial\mu$. This is expected, since a uniform potential $\lambda$ is equivalent to $\mu\to\mu-\lambda$. At $q=0$ every pair is degenerate, only delta terms of (12) remain, and their sum per unit area is minus the density of states, so that $\Pi_0=N_0\theta(\mu')$, the $q\to0$ limit of (17). At fixed density, (14) gives $e^{\mu/T}=e^{E_F/T}-1$ and so $f(-\mu)=e^{\mu/T}/(1+e^{\mu/T})=1-e^{-E_F/T}$.

**The plateau, $E_q<\mu$.** The argument of $f$ in (18) is at most $E_q-\mu$ and $f$ decreases, so with $1-f(x)=f(-x)$

$$0<N_0-\Pi\le\frac{N_0}{e^{(\mu-E_q)/T}+1}. \tag{20}$$

The plateau survives up to exponentially small terms as long as $\mu-E_q\gg T$. In the language of (1), only chemical potentials below $E_q$ see anything other than $N_0$.

**At the kink, $E_q=\mu>0$.** This is $q=2k_\mu$ with $k_\mu=\sqrt{2m\mu}$. Put $\mu'=\mu-x$ in the average of (17). The first term gives $f(-\mu)=1-\int_\mu^\infty w\,dx$ and the second $-\int_0^\mu w(x)\sqrt{x/\mu}\,dx$. Extending the second integral to infinity and adding back the excess,

$$\frac{\Pi(2k_\mu)}{N_0}=1-C\sqrt{T/\mu}+\rho,\qquad \rho=\int_\mu^\infty w(x)\big(\sqrt{x/\mu}-1\big)dx. \tag{21}$$

By (5) with $p=\tfrac12$, $C=\Gamma(\tfrac32)\eta(\tfrac12)=\tfrac{\sqrt\pi}{2}(1-\sqrt2)\zeta(\tfrac12)=0.536077$. The remainder is positive. With $\sqrt{1+s}-1\le s/2$ and (3), $\rho\le\int_\mu^\infty e^{-x/T}(x-\mu)\,dx/(2\mu T)=(T/2\mu)e^{-\mu/T}$. The $\sqrt T$ dependence is the square-root edge of (17) sampled over a width $T$. The program tests the law against grid sums with tolerance $e^{-\mu/T}+10^{-9}$.

**Beyond the kink at low $T$.** Where $A_0$ is smooth around $\mu$, expanding it in $x=\mu'-\mu$ and using (6) gives the Sommerfeld expansion

$$A=A_0+\frac{\pi^2T^2}{6}A_0''+\frac{7\pi^4T^4}{360}A_0''''+\dots \tag{22}$$

The series is asymptotic. By (3), a singular point of $A_0$ at distance $D$ from $\mu$ adds terms suppressed by $e^{-D/T}$ that no order of the series contains. For $0<\mu<E_q$ and $\xi=\mu/E_q$, successive derivatives of $-\sqrt{1-\xi}$ are $\tfrac12(1-\xi)^{-1/2}$, $\tfrac14(1-\xi)^{-3/2}$, $\tfrac38(1-\xi)^{-5/2}$ and $\tfrac{15}{16}(1-\xi)^{-7/2}$, so

$$\frac{\Pi-\Pi_0}{N_0}=\frac{\pi^2}{24}\frac{(T/E_q)^2}{(1-\xi)^{3/2}}+\frac{7\pi^4}{384}\frac{(T/E_q)^4}{(1-\xi)^{7/2}}+\dots \tag{23}$$

This needs $T\ll\mu$ and $T\ll E_q-\mu$. The shift at fixed $\mu$ is positive because $\Pi_0$ is convex in $\mu'$ there. The leading term is tested against a grid sum.

**Large $q$.** For $E_q$ much larger than $T$ and than $\mu$, the weight on $\mu'>E_q$ is exponentially small, and $1-\sqrt{1-\xi'}=\xi'/2+\xi'^2/8+\dots$ with $\xi'=\mu'/E_q$. The averages of $N_0\mu'\theta$ and $\tfrac12N_0\mu'^2\theta$ are $n$ and $U$, so

$$\Pi=\frac{n}{2E_q}+\frac{U}{4E_q^2}+\dots=\frac{4mn}{q^2}\Big(1+\frac{4mU}{nq^2}+\dots\Big). \tag{24}$$

The leading term depends only on the density. This form is also tested against a grid sum.

## 12. Where the identity fails

**Nonlinear functions.** An average commutes only with linear operations. In the random-phase approximation the total potential is $V_{\rm ext}+v\,\delta n$ with $\delta n=-\Pi V_{\rm tot}$, so $V_{\rm tot}=V_{\rm ext}/\epsilon$ with $\epsilon=1+v\Pi$. For a sheet in vacuum, $v=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}/r=2\pi\int_0^\infty J_0(qr)\,dr=2\pi/q$. The function $\epsilon$ is linear in $\Pi$ and obeys (1). Its inverse $G(\Pi)=1/(1+v\Pi)$ has $G''=2v^2/(1+v\Pi)^3>0$ and lies above its tangent at the mean $\bar\Pi$: $G(\Pi_0)\ge G(\bar\Pi)+G'(\bar\Pi)(\Pi_0-\bar\Pi)$. Averaging removes the last term, so the average of the zero-temperature $1/\epsilon$ exceeds the finite-temperature $1/\epsilon$. The correct order is to average $\Pi$ and then invert. Likewise a sum bilinear in occupations, $\sum_{ij}J_{ij}f_if_j$, such as the first-order exchange energy, needs (7) for each factor and becomes a double average over two independent chemical potentials.

**Interactions.** Take one orbital at energy zero with repulsion $U_H$ between the two spins (the Hubbard atom). The values of $E-\mu'N$ are $0$, $-\mu'$ (twice) and $U_H-2\mu'$. The ground state has $N=0$ for $\mu'<0$, $N=1$ for $0<\mu'<U_H$ and $N=2$ above, so the average is $f(-\mu)+f(U_H-\mu)$. The exact occupation, with $z=e^{\mu/T}$, is $(2z+2z^2e^{-U_H/T})/(1+2z+z^2e^{-U_H/T})$. At $\mu=0$ and $U_H\gg T$ the exact value is $2/3$, since two of three equally weighted states hold one electron, while the average is $1/2$. The program finds $0.666667$ and $0.500000$ for $U_H=1$ Ha, $T=0.05$ Ha. For $U_H=0$ the denominator factorizes into $(1+z)^2$, the exact value is $2f(-\mu)$, the ground-state number is $2\theta(\mu')$, and both sides equal $1.000000$. The step that breaks is the factorization of $Z$.

**Self-consistent bands.** In Hartree, Hartree-Fock or Kohn-Sham theory the levels depend on the occupations, which violates assumption 2. The identity still holds for band sums over the frozen levels of one converged calculation, but the functions $A_0(\mu')$ are then not the self-consistent zero-temperature results at $\mu'$.

**Fixed particle number.** In a finite system at fixed $N$ the constraint on $\sum_i\nu_i$ prevents the factorization, and the proof does not apply.

## 13. Worked example

Take round model parameters, $m=0.1$ and $n=1.0\times10^{-5}$ bohr$^{-2}$ ($3.57\times10^{11}$ cm$^{-2}$). The digits below serve to compare formulas within the model. Then $N_0=0.1/\pi=0.031831\ \mathrm{Ha^{-1}bohr^{-2}}$, $k_F=\sqrt{2\pi n}=7.926655\times10^{-3}$ bohr$^{-1}$ and $E_F=n/N_0=3.141593\times10^{-4}$ Ha (8.55 meV, or 99.2 K).

**Chemical potential at 20 K.** Here $T=6.333623\times10^{-5}$ Ha and $T/E_F=0.201605$, so $e^{-E_F/T}=e^{-4.9602}=0.007012$. By (14), $\mu=E_F+T\ln(0.992988)=3.141593\times10^{-4}-0.004457\times10^{-4}=3.137136\times10^{-4}$ Ha (8.54 meV), and $\mu/T=4.953146$. Centring the average on $E_F$ instead would give, by (13), a density ratio $1+0.201605\ln(1.007012)=1.001409$, an excess of 0.14% relative to $n$.

**Thermodynamics at 20 K.** In (15), $\mu^2/2=4.92081\times10^{-8}$, $\pi^2T^2/6=0.65986\times10^{-8}$ and $T^2e^{-\mu/T}=4.01148\times10^{-9}\times0.007061=0.00283\times10^{-8}$ Ha$^2$. The bracket is $5.57784\times10^{-8}$, and multiplying by $-N_0$ gives $-1.77548\times10^{-9}$ Ha/bohr$^2$; the average and the $\mathbf k$ sum both give $-1.775483\times10^{-9}$. With $U=-\Omega$, the relation $\Omega=U-TS-\mu n$ gives $S=(-2\Omega-\mu n)/T=(3.550966-3.137136)\times10^{-9}/(6.333623\times10^{-5})=6.5339\times10^{-6}$ bohr$^{-2}$, in agreement with $6.533870\times10^{-6}$ from (9) and from the mixing entropy on the grid.

**Polarizability.** The values of $\Pi/N_0$ at fixed density are listed below. At each finite temperature the average agrees in all printed digits with the grid value, which is the $\mathbf k$ sum of (16) for $q>0$ and a finite difference of the summed density for $q=0$.

| $q/k_F$ | $T=0$ | 20 K | 100 K |
|---|---|---|---|
| 0 | 1.000000 | 0.992988 | 0.629179 |
| 1 | 1.000000 | 0.983139 | 0.589730 |
| 2 | 1.000000 | 0.758886 | 0.467257 |
| 3 | 0.254644 | 0.263730 | 0.293482 |

At $q=0$ and 20 K the value is $1-e^{-E_F/T}=1-0.007012=0.992988$. At $q=k_F$, $E_q=E_F/4$, so $(\mu-E_q)/T=4.953146-4.9602/4=3.7131$. The bound (20) is $1/(e^{3.7131}+1)=0.0238$, and the actual deficit $1-0.983139=0.0169$ lies below it. The largest drop at 20 K, 24% of the zero-temperature value, is at $2k_F$. For the $\sqrt T$ law the wave vector is $2k_\mu=1.998581\,k_F$, and $1-0.536077/\sqrt{4.953146}=1-0.240872=0.759128$. The $\mathbf k$ sum there gives $0.759781$. The difference, $\rho=0.00065$, is positive and below its bound $0.007061/(2\times4.953146)=0.00071$.

At $q=3k_F$ the response at 20 K lies above its zero-temperature value. At 20 K, $E_q=\tfrac94E_F$, $\xi=\tfrac49\times0.998581=0.443814$ and $T/E_q=\tfrac49\times0.201605=0.089602$. The zero-temperature value at the actual $\mu$ is $1-\sqrt{0.556186}=0.25422$. The terms of (23) are $0.411234\times0.0080286/0.41479=0.00796$ and $1.77569\times6.4458\times10^{-5}/0.12831=0.00089$. The sum, $0.26307$, is 0.25% below the $\mathbf k$ sum $0.263730$. The two singular points of (17) are only $\mu/T\approx5.0$ and $(E_q-\mu)/T\approx6.2$ thermal units away, so the neglected orders and the exponentially small terms are not negligible at this accuracy; their separate sizes are not computed here.

**At 100 K**, $T/E_F=1.008027$ and $\mu=1.674285\times10^{-4}$ Ha (4.56 meV), only $0.532941\,E_F$. Centring on $E_F$ would overestimate the density by 32% relative to $n$ (ratio $1.317942$). The plateau has disappeared, and at $q=0$ the value is $1-e^{-1/1.008027}=0.62918$. At $3k_F$ the value is higher than at 20 K. In the two-term form (24), $4mn/(q^2N_0)=2/9$ and $4mU/(nq^2)=\tfrac29U/(nE_F)=\tfrac29\times4.037943/3.141593=0.2856$, giving $0.2857$, which is 2.7% below the $\mathbf k$ sum $0.293482$. This closeness does not test (24), whose condition fails here: $(E_q-\mu)/T=2.25/1.008027-0.528697\approx1.70$, so a weight $1/(e^{1.70}+1)\approx0.15$ lies above $E_q$. The polynomial $\xi'/2+\xi'^2/8$ lies below $\Pi_0/N_0$ for $0<\xi'<\sqrt{12}-2\approx1.46$ and above it beyond, so errors of opposite sign partly cancel in the average. The temperature dependence at $3k_F$ is not monotonic, because $\Pi(q)<\Pi(0)=N_0(1-e^{-E_F/T})$ tends to zero at high temperature. At 100 K the maximum has already been passed: at the same density, (18) gives about $0.300\,N_0$ for $T/E_F=0.8$.

**Screening at $2k_F$.** The bare Coulomb factor serves here only to illustrate the nonlinearity, not to claim that the random-phase approximation is accurate at this density. One has $vN_0=(\pi/k_F)(m/\pi)=m/k_F=12.6157$, and $1/\epsilon=1/13.6157=0.073445$ at $T=0$. At 20 K, $1/\epsilon=1/(1+12.6157\times0.758886)=0.094573$, while averaging the zero-temperature $1/\epsilon$ gives $0.121149$, 28% above the correct value. At 100 K the two numbers are $0.145038$ and $0.468664$, a factor 3.2. Most of the second number has a simple origin: chemical potentials below the band bottom have total weight $1-f(-\mu)=1-0.629179=0.370821$, and for them $\Pi_0=0$ and $1/\epsilon=1$.

The program that produced these numbers and its output are printed below.

## Table of computed values

```
moments of w, orders 0,2,4 (units T^p): 1.000000 3.289868 45.457576
chain: hopping -1 Ha, on-site [ 0.3 -0.5  0.1  0.6 -0.2] Ha, mu = 0.2 Ha, T = 0.4 Ha
chain Omega trace/average = -3.54632697 / -3.54632697 Ha
chain N trace/average = 2.63990383 / 2.63990383
chain chi: finite diff -0.354610, pairs -0.250406, delta -0.104204 1/Ha
Hubbard atom U = 0 Ha, mu = 0, T = 0.05 Ha: n = 1.000000, average = 1.000000
Hubbard atom U = 1 Ha, mu = 0, T = 0.05 Ha: n = 0.666667, average = 0.500000
Lindhard, 4 temperatures x 7 q: largest relative gap = 5.3e-13
C in Pi(2k_mu)/N0 = 1 - C sqrt(T/mu): 0.536077
m = 0.1, n = 1.0e-05 bohr^-2 = 3.5711e+11 cm^-2
N0 = 0.031831 1/(Ha bohr^2), kF = 7.926655e-03 1/bohr
EF = 3.141593e-04 Ha = 8.5487 meV, TF = 99.204 K
Omega(T=0) = -1.570796e-09 Ha/bohr^2, v(2kF) N0 = 12.6157
1/eps(2kF) at T=0 = 0.073445
--- 20 K: T = 6.333623e-05 Ha, T/EF = 0.201605
mu = 3.137136e-04 Ha = 8.5366 meV, mu/T = 4.953146, mu/EF = 0.998581
Omega average/k-sum = -1.775483e-09 / -1.775483e-09 Ha/bohr^2
S average/k-sum = 6.533870e-06 / 6.533870e-06 kB/bohr^2
n from average centred on EF, over n = 1.001409
q=0: Pi/N0 average 0.992988, (dn/dmu)/N0 0.992988, T=0 1.000000
q=1kF: Pi/N0 average 0.983139, k-sum 0.983139, T=0 1.000000
q=2kF: Pi/N0 average 0.758886, k-sum 0.758886, T=0 1.000000
q=3kF: Pi/N0 average 0.263730, k-sum 0.263730, T=0 0.254644
q=2k_mu=1.998581 kF: Pi/N0 k-sum 0.759781, sqrt law 0.759128
1/eps(2kF): from Pi(T) 0.094573, average of T=0 1/eps 0.121149
--- 100 K: T = 3.166812e-04 Ha, T/EF = 1.008027
mu = 1.674285e-04 Ha = 4.5560 meV, mu/T = 0.528697, mu/EF = 0.532941
Omega average/k-sum = -4.037943e-09 / -4.037943e-09 Ha/bohr^2
S average/k-sum = 2.021466e-05 / 2.021466e-05 kB/bohr^2
n from average centred on EF, over n = 1.317942
q=0: Pi/N0 average 0.629179, (dn/dmu)/N0 0.629179, T=0 1.000000
q=1kF: Pi/N0 average 0.589730, k-sum 0.589730, T=0 1.000000
q=2kF: Pi/N0 average 0.467257, k-sum 0.467257, T=0 1.000000
q=3kF: Pi/N0 average 0.293482, k-sum 0.293482, T=0 0.254644
1/eps(2kF): from Pi(T) 0.145038, average of T=0 1/eps 0.468664
```
